# Oscillator strengths from the ground state of hydrogen, part 2

We seek the dipole oscillator strengths $f$ from the ground state of nonrelativistic hydrogen, with a fixed nucleus and no spin, in Hartree atomic units: $H=-\tfrac12\nabla^2-1/r$, $\psi=u_{1s}(r)Y_{00}/r$, $u_{1s}=2re^{-r}$, $E_{1s}=-\tfrac12$. For a final level of energy $E$, $f=2\omega\sum|\langle \text{final}|z|\psi\rangle|^2$ with $\omega=E-E_{1s}$. Only p waves contribute. With $u_p$ the normalised radial function,

$$f=\tfrac23\,\omega R^2,\qquad R=\int_0^\infty u_p\,r\,u_{1s}\,dr. \tag{1}$$

$$u''+\left(2E+\frac2r-\frac2{r^2}\right)u=0. \tag{2}$$

Let $u$ solve (2) with $u=r^2+\dots$ at the origin, and let $E=-\kappa^2/2$, $\nu=1/\kappa$. Bound states have $\kappa=1/n$; the continuum has $E=k^2/2$, $\kappa=-ik$. With $u_p=Nu$,

$$f=\tfrac43(1-\kappa^2)\,N^2K^2,\qquad K=\int_0^\infty r^2e^{-r}u\,dr. \tag{3}$$

In the continuum $N_E$, which normalises $u$ to $\delta(E-E')$, replaces $N$, and (3) gives $df/dE$.

The first derivation used $u=r^2e^{-\kappa r}M(a,4,2\kappa r)$, $a=2-\nu$, with $M$ the confluent hypergeometric series. For $J(p)=\int_0^\infty r\,e^{-pr}u\,dr$ and $K=-J'(1)$ it gave

$$J(p)=6\,(p+\kappa)^{-2-\nu}(p-\kappa)^{\nu-2}. \tag{4}$$

$$K=\frac{12}{(1-\kappa^2)^3}\left(\frac{1-\kappa}{1+\kappa}\right)^{\nu}. \tag{6}$$

For the lines (Lyman α is $n=2$), with $f_n$ independent of the nuclear charge $Z$,

$$N_n^2=\frac{4(n^2-1)}{9n^5}=\tfrac49\kappa^3(1-\kappa^2). \tag{7}$$

$$f_n=\frac{2^8}{3}\frac{n^5}{(n^2-1)^4}\left(\frac{n-1}{n+1}\right)^{2n}=\frac{2^8}{3}\,\frac{n^5(n-1)^{2n-4}}{(n+1)^{2n+4}} . \tag{8}$$

In the continuum $u\to A\sin\phi$ at large $r$, with $\phi=kr+\ln(2kr)/k+\delta(k)$, $|\Gamma(2+iy)|^2=(1+y^2)\,\pi y/\sinh\pi y$, and

$$A=\frac{3\,e^{-\pi/2k}}{k^2\,|\Gamma(2+i/k)|}. \tag{9}$$

$$\int_0^{L}u_Eu_{E'}\,dr=\frac{u_Eu'_{E'}-u'_Eu_{E'}}{2(E-E')}\bigg|_{r=L}. \tag{10}$$

$$N_E^2=\frac2{\pi k}\cdot\frac{k^4e^{\pi/k}}9\cdot\frac{1+k^2}{k^2}\cdot\frac{\pi/k}{\sinh(\pi/k)}=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}}, \tag{11}$$

$$\frac{df}{dE}=\frac{2^8}{3}\,\frac{e^{-4\arctan k/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})}. \tag{12}$$

The second derivation starts from $rv''-2v'+(2-\kappa^2r)\,v=0$ for $v=ru$. This fixes $J$ up to a constant $C$, and the start $r^2$ gives $C=6$, hence (4). At large $r$, $u\to a_+\,r^{-\nu}e^{\kappa r}+b\,r^{\nu}e^{-\kappa r}$, with

$$a_+=\frac{6\,(2\kappa)^{-2-\nu}}{\Gamma(2-\nu)} . \tag{13}$$

This has reproduced (7) and (8); the continuum comes next. Below, $\alpha$ is the fine-structure constant.

### Continuum

For $\kappa=-ik$ the two terms are complex conjugates and $A=2|a_+|$. As $p\to-ik$ from the right, $p+\kappa\to-2ik$ with argument $-\pi/2$, so $|(2\kappa)^{-2-i/k}|=(2k)^{-2}\left|e^{(-i/k)(-i\pi/2)}\right|=(2k)^{-2}e^{-\pi/2k}$. With $|\Gamma(2-i/k)|=|\Gamma(2+i/k)|$ this reproduces (9).

The density of strength follows by counting. Put a wall at $r=L$. The levels obey $\phi(L)=j\pi$, so $dj/dE=(1/\pi k)\,\partial\phi/\partial k=L/\pi k$ up to relative $O(\ln L/L)$, and each state has $\int_0^Lu^2dr=A^2L/2$ to leading order in $L$. The strength per unit energy is (3) with $N^2$ replaced by $(2/A^2L)(L/\pi k)=2/(\pi kA^2)$. This is $N_E^2$ of (11), and (12) follows.

## What each derivation assumes

Both start from (1)–(3), so both carry the same physical model. They differ in what they need about $u$.

The first uses $u$ at every $r$. For the lines, once a growth estimate at large $r$ has shown that the series must terminate, it needs only finite algebra and elementary integrals: a polynomial, the binomial theorem, the Leibniz rule and partial integration. For the continuum it needs separate tools: the Euler integral, which exists because $0<\operatorname{Re}a<4$ and would not serve for the bound states where $a\le0$, a contour deformation, continuation in $p$ beyond $p>2k$, and the $\delta$-function reading of (10).

The second uses $u$ only at its two ends: the start $r^2$, which fixes $C=6$, and the large-$r$ forms, which had to be established together with their smoothness in $E$. It treats lines and continuum with the one formula (13), whose zeros give the spectrum, whose slope at the zeros gives $N_n$ once the coefficient $b$ of the decaying part is known from (4), and whose modulus gives $N_E$. It obtains the bound norm as a limit, from solutions at energies that are not eigenvalues, and it assumes that the continuum is the limit of a large box. It works because the equation for $v$ has coefficients linear in $r$; a screened potential or an added $1/r^3$ term destroys that, as it destroys the two-term recurrence of the first derivation.

The two share the identity (10), used at $E\ne E'$ in the first and at $E'\to E$ in the second, and the value of $|\Gamma(2+iy)|^2$. Neither uses completeness or the sum rule. The program tests the common results against definitions: (4), (6), (7) and (8) by exact integration of polynomial solutions that are first verified to solve (2), with (8) also for a second value of $Z$; $J$, $K$, $A$, $N_E^2$ and (12) by numerical integration of (2) from the origin, with $J$ taken at a $p$ below $2k$, where the series argument alone does not apply.

## Threshold and high energy

The level density is $dn/dE=n^3$, so $g_n=n^3f_n$ is the strength per unit energy below threshold. With $x=\kappa^2=1/n^2$, (8) gives $g=\frac{2^8}3(1-x)^{-4}[(1-\kappa)/(1+\kappa)]^{2/\kappa}$. Use $-\ln(1-x)=\sum_{j\ge1}x^j/j$ and $\ln[(1+\kappa)/(1-\kappa)]=2\sum_{j\ge0}\kappa^{2j+1}/(2j+1)$:

$$\ln g=\ln\frac{2^8}3-4+\sum_{j\ge1}4\left(\frac1j-\frac1{2j+1}\right)x^j. \tag{14}$$

Every coefficient is positive, so $g_n$ decreases strictly with $n$ toward

$$g_0=\frac{2^8}{3e^4}=1.562935\ \text{hartree}^{-1},\qquad g_n=g_0\left[1+\frac{8}{3n^2}+O(n^{-4})\right].$$

Setting $x=-k^2$ in (14) gives the series of $\ln(2^8/3)-4\ln(1+k^2)-4\arctan k/k$. Thus (12) is the same function $g$ of $x=-2E$, divided by $1-e^{-2\pi/k}$, which differs from 1 by less than any power of $k$. The density passes through threshold with the value $g_0$ and all derivatives continuous. The reason is visible in (3): $K$ samples $u$ only where $r^2e^{-r}$ is appreciable, so it is smooth in $E$, and $n^3N_n^2=\frac49(1-\kappa^2)$ joins (11).

At large $k$ the exponential in the numerator of (12) tends to 1 and $1-e^{-2\pi/k}\to2\pi/k$, so $df/dE\to128/(3\pi k^7)$. The approach is slow, with relative correction $-\pi/k$: the density is $0.50$ of this limit at $k=5$, $0.72$ at $k=10$ and $0.95$ at $k=60$. With $dE=k\,dk$ the integral of $df/dE$ converges as $k^{-5}$. This tail belongs to the model. When $k$ approaches the speed of light in atomic units, $1/\alpha$, the nonrelativistic model behind (12) no longer describes the atom; the $k^{-5}$ convergence makes the weight of that region small in the total, but moments $\int\omega^q\,df$ stress it more as $q$ grows and diverge for $q\ge5/2$.

## The Thomas–Reiche–Kuhn sum

One assumption enters here that was not needed so far: the bound p states and the energy-normalised continuum states together are complete, as the spectral theorem asserts for the self-adjoint $H$. Then

$$\sum_nf_n+\int\frac{df}{dE}dE=2\langle z\psi|H-E_{1s}|z\psi\rangle .$$

Expanding, $[z,[H,z]]=2zHz-z^2H-Hz^2$, whose expectation value in $\psi$ is the right side. Since $\nabla^2(zF)=z\nabla^2F+2\partial_zF$ and the potential commutes with $z$, $[H,z]=-\partial_z$, and $[z,-\partial_z]=-z\partial_z+\partial_zz=1$. The total is exactly 1.

The radial form shows that the singular potential causes no trouble. Let $w=r\,u_{1s}=2r^2e^{-r}$, a p-wave function regular at the origin, with $w''=(4-8r+2r^2)e^{-r}$. Then

$$-\tfrac12w''+\frac w{r^2}-\frac wr+\tfrac12w=\left[(-2+4r-r^2)+2-2r+r^2\right]e^{-r}=2re^{-r},$$

and $\frac23\int4r^3e^{-2r}dr=\frac23\cdot\frac{4\cdot6}{16}=1$.

The derivation uses a kinetic energy $p^2/2$ and a potential that commutes with $z$, as every local potential does. For a finite nuclear mass the relative motion has $p^2/2\mu$, with $\mu$ the reduced mass in electron masses; energies scale as $\mu$ and lengths as $1/\mu$, so $2\omega|z|^2$ and its sum are divided by $\mu$ while the fractions stay the same. For hydrogen that change is roughly one part in 2000, already at the fourth figure of $f_2$, which becomes $0.41642$. The fourth figure of $f_2$ and all further digits therefore describe the fixed-nucleus model and serve to check formulas. From the ground state all $\omega>0$, so every term is positive and a fraction of the sum has a plain meaning; from an excited state, a term to a lower level has $\omega<0$ and, where the transition is allowed, is negative.

## The discrete share

Equation (8), or $\frac23\omega R^2$, gives the following; for example $f_3=\frac23\times0.444444\times0.266968=0.079102$.

| $n$ | $R^2$ (bohr$^2$) | $f_n$ | $n^3f_n$ |
|---|---|---|---|
| 2 | 1.664787 | 0.416197 | 3.32957 |
| 3 | 0.266968 | 0.079102 | 2.13574 |
| 4 | 0.092771 | 0.028991 | 1.85543 |
| 5 | 0.043557 | 0.013938 | 1.74229 |
| 6 | 0.024067 | 0.007799 | 1.68469 |
| 7 | 0.014743 | 0.004814 | 1.65119 |
| 8 | 0.009702 | 0.003183 | 1.62991 |
| 9 | 0.006731 | 0.002216 | 1.61554 |
| 10 | 0.004865 | 0.001605 | 1.60537 |

The nine terms add to $0.557846$; the rounded entries give one unit less in the last place. For $n\ge11$, monotonicity gives $g_0/n^3<f_n\le g_{11}/n^3$ with $g_{11}=1.597893$.

The function $t^{-3}$ is convex. It lies above its tangent at $n$, so $n^{-3}<\int_{n-1/2}^{n+1/2}t^{-3}dt$ and $\sum_{n\ge11}n^{-3}<1/(2\cdot10.5^2)=0.0045351$. It lies below its chords, so $\int_{11}^\infty t^{-3}dt<\sum_{n\ge11}n^{-3}-\frac12 11^{-3}$ and the sum exceeds $1/(2\cdot11^2)+1/(2\cdot11^3)=0.0045079$. The tail therefore lies between $1.562935\times0.0045079=0.007046$ and $1.597893\times0.0045351=0.007247$, and

$$0.564892<\sum_{n\ge2}f_n<0.565093 .$$

Both ends round to $0.565$. The bracket is a bound and fixes three figures. A sharper value comes from summing a few hundred terms, up to some $n=N$, and adding the tail $g_0\sum_{n>N}(n^{-3}+\frac83n^{-5})$, with a neglected part of order $N^{-6}$: $\sum f_n=0.565004$. Lyman α alone holds $0.4162$ of the total sum.

## The continuum share

The sum rule gives $1-0.565=0.435$, but (12) can be integrated without it, which turns the sum rule into a check on completeness and on both formulas.

One point of the density first. At $k=1$, $E=\frac12$ hartree and $\omega=1$ hartree $=27.2114$ eV. Then $K=\frac{12}8e^{-\pi/2}=0.3118194$, the value also found by integrating (2) numerically. The amplitude (9) is $A=0.845494$, against $0.845493$ from the numerical solution. Both $2/(\pi A^2)$ and $\frac89/(1-e^{-2\pi})$ give $N_E^2=0.890552$. Equation (3) gives $df/dE=\frac43\times2\times0.890552\times0.3118194^2=0.230905$ hartree$^{-1}$.

For the integral put $k=\tan\theta$. Then $dE=k\,dk=\tan\theta\sec^2\theta\,d\theta$ and $(1+k^2)^{-4}=\cos^8\theta$, so

$$\int_0^\infty\frac{df}{dE}dE=\int_0^{\pi/2}h(\theta)\,d\theta,\qquad h=\frac{2^8}3\,\frac{\sin\theta\cos^5\theta\,e^{-4\theta\cot\theta}}{1-e^{-2\pi\cot\theta}} .$$

The integrand vanishes at both ends, as $g_0\theta$ at $0$ and as $\cos^4\theta$ at $\pi/2$. At $\theta=j\pi/16$, $j=1,\dots,7$, it equals $0.291359$, $0.495550$, $0.554211$, $0.461811$, $0.276487$, $0.099230$, $0.011107$. The odd nodes add to $1.133164$ and the even ones to $1.056591$. Simpson's rule with step $\pi/16$ gives

$$\frac{\pi}{48}\left(4\times1.133164+2\times1.056591\right)=\frac\pi{48}\times6.645838=0.43497 .$$

Gauss–Legendre quadrature gives $0.434996$, from which the Simpson value differs by about $3\times10^{-5}$ in absolute terms. The continuum carries $0.435$ of the sum. With more digits the two independently computed parts are $0.56500415$ and $0.43499585$, and their sum is printed as $1.0000000000$.

Two further moments $S(q)=\sum f\omega^q$, lines and continuum together, weight the low and the high energies differently. Completeness gives $S(-1)=2\langle z^2\rangle=\frac23\langle r^2\rangle$. Since $(H-E_{1s})z\psi=[H,z]\psi=-\partial_z\psi$, it also gives $S(1)=2\|\partial_z\psi\|^2=\frac23\langle p^2\rangle$. With $\langle r^2\rangle=\int4r^4e^{-2r}dr=3$ bohr$^2$ and $\langle p^2\rangle=\int u_{1s}'^2dr=1$ bohr$^{-2}$, the expected values are $2$ and $\frac23$; equations (8) and (12) give $2.00000000$ and $0.66666667$.

A last test uses none of the analytic functions. Finite-difference diagonalisation of the s and p radial Hamiltonians with step $0.01$ bohr in a box of radius $200$ bohr gives $f_2=0.41621$ and $f_3=0.07910$; the last digit of $f_2$ is grid error of order step squared, and steps $0.02$ and $0.005$ bohr give $0.41625$ and $0.41620$. The total over all grid levels is not summed level by level; it is evaluated as the grid expectation value $\frac23\langle w|H-E_{1s}|w\rangle$, which equals that sum because the eigenvectors of the matrix are complete, and it comes out as $1.0000$. At the box level $E=0.50132$ hartree, the strength divided by the centred level spacing (a one-sided spacing is off by about $0.8\,\%$) is $0.23002$ hartree$^{-1}$ against $0.23004$ from (12), a difference of about $10^{-4}$ relative to the formula, which falls fourfold when the step is halved. The box has no Rydberg series near threshold, only a finite number of negative levels, yet the cumulative strength, counting half of the last level and interpolated to $E=0$, is $0.5651$, within about $10^{-4}$ in absolute terms of $0.5650$. The remainder is $4.8\times10^{-5}$ and depends on both the step and the box: steps $0.02$ and $0.005$ bohr give $9.2\times10^{-5}$ and $3.7\times10^{-5}$, radii $100$ and $400$ bohr give $1.3\times10^{-4}$ and $2.5\times10^{-5}$, so the fourth digit of $0.5651$ is not converged. The program and its output follow.

## Table of computed values

```
angular factor <Y10|cos|Y00> = 0.577350
TRK radial integral (2/3)<w|H-E|w> = 1
n=2: omega = 3/8 hartree = 10.2043 eV
n=2: N^2 = 1/24 bohr^-5, K = 256/81 = 3.160494 (a.u.)
n=2: R = 1.290266 bohr, R^2 = 32768/19683 = 1.664787 bohr^2
n=2: f = 8192/19683 = 0.416197
n=2: omega = 0.375000 hartree, R^2 = 1.664787 bohr^2, f = 0.416197, n^3 f = 3.32957
n=3: omega = 0.444444 hartree, R^2 = 0.266968 bohr^2, f = 0.079102, n^3 f = 2.13574
n=4: omega = 0.468750 hartree, R^2 = 0.092771 bohr^2, f = 0.028991, n^3 f = 1.85543
n=5: omega = 0.480000 hartree, R^2 = 0.043557 bohr^2, f = 0.013938, n^3 f = 1.74229
n=6: omega = 0.486111 hartree, R^2 = 0.024067 bohr^2, f = 0.007799, n^3 f = 1.68469
n=7: omega = 0.489796 hartree, R^2 = 0.014743 bohr^2, f = 0.004814, n^3 f = 1.65119
n=8: omega = 0.492188 hartree, R^2 = 0.009702 bohr^2, f = 0.003183, n^3 f = 1.62991
n=9: omega = 0.493827 hartree, R^2 = 0.006731 bohr^2, f = 0.002216, n^3 f = 1.61554
n=10: omega = 0.495000 hartree, R^2 = 0.004865 bohr^2, f = 0.001605, n^3 f = 1.60537
g0 = df/dE at threshold = 1.562935 1/hartree; g_11 = 1.597893
sum f_n, n=2..10 = 0.557846
sum n^-3, n>=11: lower 0.0045079, upper 0.0045351
tail: lower 0.007046, upper 0.007247
discrete sum bracket: 0.564892 to 0.565093
discrete sum = 0.56500415
k=1 1/bohr: E = 0.5 hartree, omega = 1 hartree = 27.2114 eV
k=1: K formula 0.3118194, ODE 0.3118194 (a.u.)
k=1: A formula 0.845494, ODE 0.845493 (a.u.)
k=1: N_E^2 = 0.890552 (a.u.), df/dE = 0.230905 1/hartree
theta = 1 pi/16: integrand = 0.291359
theta = 2 pi/16: integrand = 0.495550
theta = 3 pi/16: integrand = 0.554211
theta = 4 pi/16: integrand = 0.461811
theta = 5 pi/16: integrand = 0.276487
theta = 6 pi/16: integrand = 0.099230
theta = 7 pi/16: integrand = 0.011107
continuum, Simpson 8 intervals = 0.43497
continuum, accurate = 0.43499585
discrete + continuum = 1.0000000000
S(-1) = 2.00000000 1/hartree, <r^2> = 3 bohr^2
S(+1) = 0.66666667 hartree, <p^2> = 1 bohr^-2
box: h = 0.01 bohr, radius = 200 bohr, f_2 = 0.41621, f_3 = 0.07910
box: strength below E=0 = 0.5651, TRK total = 1.0000
box: E = 0.50132 hartree, df/dE = 0.23002, formula 0.23004 1/hartree
```
